# Cody Law for the Urbach Energy from Static and Thermal Displacements

## Definitions and conventions

Below the gap of a disordered semiconductor the absorption coefficient $\alpha$ often falls exponentially with decreasing photon energy $E$. Over that range we write

$$\alpha(E)=\alpha_0\,e^{(E-E_0)/E_U},\qquad \frac{1}{E_U}=\frac{d\ln\alpha}{dE}.$$

The Urbach energy $E_U$ is positive, and a larger $E_U$ means a broader edge. Here $\alpha_0$ and $E_0$ are constants at a given temperature $T$.

Let $x$ be the displacement of an atom from its ideal site, counted along one coordinate. The premise of the model is

$$E_U=K\langle x^2\rangle ,\tag{1}$$

where the average runs over sites and over thermal and quantum motion. The constant $K$, in eV/Å$^2$, is taken to be independent of temperature and of the degree of disorder. Equation (1) is assumed here, not derived: nothing below explains why the edge is exponential or why its width follows the mean square. What is derived is the temperature dependence that (1) implies.

The atom has mass $M$ and angular frequency $\omega$, the same for all atoms (the Einstein model). We use

$$k_B\Theta=\hbar\omega,\qquad \kappa=M\omega^2,\qquad u_0^2=\frac{\hbar}{2M\omega}=\frac{\hbar\omega}{2\kappa}.$$

$\Theta$ is the Einstein temperature and $\kappa$ the force constant. The last form of $u_0^2$ follows on multiplying numerator and denominator by $\omega$.

The numerical example uses round model parameters that stand for no particular material: $M=70$ u, $\hbar\omega=25$ meV and $K=10$ eV/Å$^2$. They give $\Theta=290.1$ K and $\kappa=10.466$ eV/Å$^2$, so that

$$u_0^2=\frac{0.025}{2\times10.466}\ \text{Å}^2=0.001194\ \text{Å}^2 .$$

## Simplest case: no static disorder, zero temperature

Let every atom vibrate about its ideal site, and call the vibrational displacement $u$, so that $x=u$. The Hamiltonian is

$$H=\frac{p^2}{2M}+\frac{\kappa u^2}{2}.$$

In terms of the ladder operators, with $[a,a^\dagger]=1$, the displacement is $u=u_0(a+a^\dagger)$. Squaring, and keeping the order of the operators,

$$u^2=u_0^2\left(aa+a^\dagger a^\dagger+aa^\dagger+a^\dagger a\right).$$

In level $n$ the first two terms have no diagonal element, because they change $n$ by two. For the others, $a^\dagger a$ gives $n$ and $aa^\dagger=a^\dagger a+1$ gives $n+1$. Hence

$$\langle n|u^2|n\rangle=u_0^2(2n+1).\tag{2}$$

At $T=0$ only $n=0$ is occupied, and $E_U=Ku_0^2$. In the example this is $10\times0.001194$ eV $=11.9$ meV. Within this model, then, an ideal structure at zero temperature still has an edge of finite width, set by zero-point motion.

A check on the factor in $u_0^2$: the mean potential energy of the ground state is $\kappa u_0^2/2=\hbar\omega/4$, half of the zero-point energy $\hbar\omega/2$, as it must be for a harmonic oscillator.

## First generalization: finite temperature

The energy of level $n$ is $\hbar\omega(n+\tfrac12)$. The common factor from the $\tfrac12$ cancels in the normalized Boltzmann weights, which are

$$P_n=\frac{q^n}{Z},\qquad q=e^{-\Theta/T},\qquad Z=\sum_{n=0}^{\infty}q^n=\frac{1}{1-q}.$$

Since $q\,dq^n/dq=nq^n$, the mean level number is

$$\langle n\rangle=\frac{q}{Z}\frac{dZ}{dq}=q(1-q)\frac{1}{(1-q)^2}=\frac{q}{1-q}=\frac{1}{e^{\Theta/T}-1}.$$

The combination needed in (2) is

$$2\langle n\rangle+1=\frac{2q+1-q}{1-q}=\frac{1+q}{1-q}.$$

Multiplying numerator and denominator by $q^{-1/2}=e^{\Theta/2T}$ turns this into

$$\frac{e^{\Theta/2T}+e^{-\Theta/2T}}{e^{\Theta/2T}-e^{-\Theta/2T}}=\coth\frac{\Theta}{2T}.$$

Therefore

$$\langle u^2\rangle_T=u_0^2\coth\frac{\Theta}{2T},\qquad E_U=Ku_0^2\coth\frac{\Theta}{2T}\quad\text{(no static disorder)}.\tag{3}$$

**Classical limit.** For small $y=\Theta/2T$, $\coth y\approx1/y$, so $\langle u^2\rangle_T\approx 2u_0^2T/\Theta$. Inserting $u_0^2=k_B\Theta/(2\kappa)$ gives $\langle u^2\rangle_T\approx k_BT/\kappa$. This is equipartition, $\kappa\langle u^2\rangle/2=k_BT/2$. The Urbach energy then grows as $Kk_BT/\kappa$, which suggests the dimensionless parameter

$$\sigma_0=\frac{\kappa}{K}=\frac{M\omega^2}{K},\qquad Ku_0^2=\frac{K\,k_B\Theta}{2\kappa}=\frac{k_B\Theta}{2\sigma_0}.\tag{4}$$

In the classical limit $E_U\approx k_BT/\sigma_0$. A stiff lattice, or an edge weakly sensitive to displacement, has a large $\sigma_0$ and a steep edge. In the example $\sigma_0=10.466/10=1.047$.

## Second generalization: frozen displacements

In an amorphous solid the equilibrium position itself is displaced from the ideal site by an amount $s$ that differs from site to site. Three conditions are now imposed:

- The well around each displaced position is harmonic.
- Its frequency does not depend on $s$.
- The distribution of $s$ is frozen: it does not change as $T$ is varied, so there is no annealing during the measurement.

At one site $x=s+u$, where $s$ is a number and $u$ an operator. Averaging the square over the motion gives

$$\langle x^2\rangle_{\text{site}}=s^2+2s\langle u\rangle+\langle u^2\rangle_T .$$

The harmonic well is symmetric about $u=0$. Each of its eigenstates has definite parity, so $\langle n|u|n\rangle=0$ for every $n$, and the thermal average $\langle u\rangle$ vanishes too. The cross term is thus absent at each site separately. No cancellation between positive and negative $s$ is needed.

Averaging over sites replaces $s^2$ by $\langle s^2\rangle$ and leaves $\langle u^2\rangle_T$ unchanged, since it is the same everywhere. With (1) and (3),

$$E_U(T)=K\langle s^2\rangle+Ku_0^2\coth\frac{\Theta}{2T}.\tag{5}$$

The first term is structural, the second vibrational. The vibrational term includes the zero-point part, so it does not vanish at $T=0$.

To reach the Cody form, measure the static disorder in units of the zero-point mean square, $X=\langle s^2\rangle/u_0^2$. Taking out $Ku_0^2=k_B\Theta/(2\sigma_0)$ from (5), and using $\coth(\Theta/2T)=1+2\langle n\rangle$,

$$E_U=\frac{k_B\Theta}{2\sigma_0}\left[X+1+\frac{2}{e^{\Theta/T}-1}\right],$$

$$\boxed{E_U(T,X)=\frac{k_B\Theta}{\sigma_0}\left[\frac{1+X}{2}+\frac{1}{e^{\Theta/T}-1}\right]}\tag{6}$$

For $X=0$ this returns (3).

**If all three coordinates are counted.** Suppose the premise is written $E_U=K_3\langle r^2\rangle$, with $r$ the full displacement vector and equal frequencies along the three axes. The vibrational mean square is then $3u_0^2\coth(\Theta/2T)$. Equation (6) keeps its form with $\sigma_0=M\omega^2/(3K_3)$ and $X=\langle s_r^2\rangle/(3u_0^2)$, where $s_r$ is the length of the static displacement. The static and vibrational parts must be counted in the same way.

**If the frequencies differ.** For harmonic wells with frequencies $\omega_j$ on fractions $w_j$ of the sites, the cross term still vanishes and

$$E_U=K\langle s^2\rangle+K\sum_j w_j\frac{\hbar}{2M\omega_j}\coth\frac{\hbar\omega_j}{2k_BT}.$$

The structural and vibrational terms still add, but the latter is no longer a single coth. If the frequencies also change with the degree of disorder, the vibrational term differs from sample to sample. The equal-frequency condition is what removes both complications.

## Numbers for a disordered sample

Half of the sites have $s=-0.06$ Å, a quarter have $+0.04$ Å and a quarter $+0.08$ Å. The mean is zero, although the distribution is not symmetric. The mean square is

$$\langle s^2\rangle=0.50(0.0036)+0.25(0.0016)+0.25(0.0064)=0.0038\ \text{Å}^2 .$$

The structural term is $10\times0.0038$ eV $=38.0$ meV, and $X=0.0038/0.001194=3.18$.

At 300 K, $\Theta/T=0.967$ and $\langle n\rangle=1/(e^{0.967}-1)=0.613$. The prefactor in (6) is $25/1.0466=23.89$ meV, so

$$E_U=23.89\left[\frac{1+3.1817}{2}+0.613\right]\text{meV}=64.6\ \text{meV}.$$

Of this, 38.0 meV is structural and 26.6 meV vibrational. The latter contains 11.9 meV already present at $T=0$, so heating from 0 to 300 K has added 14.7 meV.

The law was tested by a separate route. The Hamiltonian of each displaced oscillator was diagonalized on a spatial grid, $x^2$ was averaged with Boltzmann weights, and the site average was multiplied by $K$. This uses neither the ladder operators nor the geometric sum. At eight temperatures from 0 to 1000 K the results agree with (6) to better than $10^{-5}$ meV. The agreement tests the derivation, not premise (1), which both routes share. The highest temperatures test the formula; in a real sample the frozen-disorder condition may fail well before them.

| $T$ (K) | vibrational (meV) | $E_U$ (meV) |
|---:|---:|---:|
| 0 | 11.9 | 49.9 |
| 100 | 13.3 | 51.3 |
| 300 | 26.6 | 64.6 |
| 600 | 50.4 | 88.4 |

## Low-temperature limit

As $T\to0$, $q\to0$ and (5) becomes

$$E_U(0)=K\left(\langle s^2\rangle+u_0^2\right)=\frac{k_B\Theta}{2\sigma_0}(1+X).$$

The example gives $38.0+11.9=49.9$ meV. A measured plateau supplies this sum alone, so it cannot by itself separate static disorder from zero-point motion.

The departure from the plateau follows from $(1+q)/(1-q)-1=2q/(1-q)$:

$$E_U(T)-E_U(0)=2Ku_0^2\frac{q}{1-q}\approx2Ku_0^2e^{-\Theta/T}\qquad(T\ll\Theta).\tag{7}$$

The rise is exponentially small because a single-frequency oscillator needs a full quantum $\hbar\omega$ to be excited. This is a property of the Einstein model. A real solid has acoustic modes of arbitrarily low frequency. If they enter the mean square with a Debye density of states $\propto\omega^2$, the thermal part $\propto\int\omega\,\langle n\rangle\,d\omega$ rises as $T^2$, and the plateau is less flat than (7) says. At 50 K the leading term is 0.0722 meV and the diagonalization gives 0.0724 meV. The ratio is 1.003, which is the neglected factor $1/(1-q)$ with $q=0.003$.

## High-temperature limit

To go one term beyond equipartition, expand for small $y=\Theta/2T$:

$$\coth y=\frac{\cosh y}{\sinh y}=\frac{1+y^2/2+\dots}{y(1+y^2/6+\dots)}=\frac1y\left(1+\frac{y^2}{2}-\frac{y^2}{6}+\dots\right)=\frac1y+\frac y3+\dots$$

Multiplying by $Ku_0^2=k_B\Theta/(2\sigma_0)$, the first term gives $(k_B\Theta/2\sigma_0)(2T/\Theta)=k_BT/\sigma_0$. The second gives $(k_B\Theta/2\sigma_0)(\Theta/6T)$. Thus

$$E_U=K\langle s^2\rangle+\frac{k_BT}{\sigma_0}+\frac{c}{T}+\dots,\qquad c=\frac{k_B\Theta^2}{12\sigma_0}.\tag{8}$$

There is no constant term from the vibrations. The high-temperature asymptote, continued to $T=0$, therefore meets the axis at the structural term $K\langle s^2\rangle$, and not at the actual zero-temperature value, which is higher by $Ku_0^2$. This is how the two contributions can be told apart, if the data reach far enough above the plateau.

A line through data at finite temperatures is not yet the asymptote. For points at $T_1$ and $T_2$, (8) gives the slope

$$m=\frac{E_U(T_2)-E_U(T_1)}{T_2-T_1}=\frac{k_B}{\sigma_0}+\frac{c}{T_2-T_1}\left(\frac1{T_2}-\frac1{T_1}\right)=\frac{k_B}{\sigma_0}-\frac{c}{T_1T_2}.$$

Its intercept at $T=0$ is

$$E_U(T_1)-mT_1=K\langle s^2\rangle+c\left(\frac1{T_1}+\frac1{T_2}\right).\tag{9}$$

The line is slightly too flat and its intercept slightly too high. In the example $c=25\times290.11/(12\times1.0466)=577$ meV K. For 900 and 1000 K, (9) predicts an excess of 1.22 meV, hence an intercept of 39.22 meV. The line through the diagonalization results has the intercept 39.215 meV. Its slope is 0.0817 meV/K, against the classical 0.0823 meV/K.

At lower temperatures the bias grows. The values 64.596 meV at 300 K and 72.365 meV at 400 K define a line of slope 0.0777 meV/K and intercept 41.3 meV. Reading that intercept as the structural term would overestimate it by 3.3 meV, or 9% of its true value in the model. Fitting the full law (6) avoids this bias only when the data obey (6), that is for harmonic wells of a single frequency. With a spread of frequencies, or with anharmonic wells, the fitted structural term and $X$ are themselves biased, and the fitted $\Theta$ is only an effective value.

The plateau fixes only the sum of the structural and zero-point terms, so an error in one is compensated by an opposite error in the other, and their ratio is much less certain than $E_U$ itself. If the data obey (6), run from the plateau well into the nearly linear rise, and are precise enough, such a fit yields three quantities: $K\langle s^2\rangle$, $Ku_0^2$ and $\Theta$. The ratio of the first to the second is $X$, which therefore follows without knowing $K$. To obtain $\langle s^2\rangle$ in Å$^2$ one needs either $K$ or the mass $M$. The mass fixes $u_0^2=\hbar^2/(2Mk_B\Theta)$, and then $\langle s^2\rangle=Xu_0^2$.

## Comparing samples

Take two samples with equal $K$, $M$ and $\omega$ but different static disorder. Subtracting (5) for one from (5) for the other removes the coth term:

$$E_U^{(1)}(T)-E_U^{(2)}(T)=K\left(\langle s^2\rangle_1-\langle s^2\rangle_2\right).$$

The curves are shifted rigidly in energy. Halving every static displacement divides $\langle s^2\rangle$ by four, so $E_U$ should drop by $\tfrac34\times38.0=28.5$ meV at any temperature. The diagonalization gives 28.5 meV at both 50 K and 600 K. Relative to the initial $E_U$, the same drop is 57% at 50 K and 32% at 600 K. A ratio of Urbach energies thus depends on temperature even where their difference does not.

The structural and vibrational terms are equal when $\coth(\Theta/2T)=X$, or $\tanh(\Theta/2T)=1/X$, which gives

$$T_{\text{eq}}=\frac{\Theta}{2\,\text{artanh}(1/X)}\qquad(X>1).$$

Since coth of a positive argument exceeds 1, there is no such temperature for $X<1$: the vibrational term is then the larger one at every $T$. For $X=3.18$ the result is $T_{\text{eq}}=446$ K, where the diagonalization confirms that $E_U$ is twice the structural term. Room temperature lies below $T_{\text{eq}}$ here, and static disorder supplies the larger share.

## Where additivity fails: a quartic well

Let the atom move in the potential $\kappa x^2/2+gx^4-fx$, where $g>0$ and the frozen force $f$ represents the disordered surroundings. The minimum lies at $s$ if $f=\kappa s+4gs^3$. Put $x=s+u$. The terms linear in $u$ cancel by the choice of $f$, and expanding $(s+u)^4$ leaves

$$V(u)=\text{const}+\tfrac12\left(\kappa+12gs^2\right)u^2+4gs\,u^3+g\,u^4 .\tag{10}$$

Two conditions behind (5) are now violated. The curvature depends on $s$, and the cubic term makes the well asymmetric about its minimum.

**The cross term.** In any bound eigenstate $\langle[p,H]\rangle=0$, so the mean force is zero:

$$(\kappa+12gs^2)\langle u\rangle+12gs\langle u^2\rangle+4g\langle u^3\rangle=0 .$$

At $g=0$ both $\langle u\rangle$ and $\langle u^3\rangle$ vanish, so to first order in $g$

$$\langle u\rangle\approx-\frac{12gs}{\kappa}\langle u^2\rangle_T,\qquad 2s\langle u\rangle\approx-\frac{24gs^2}{\kappa}\langle u^2\rangle_T .$$

The atom is pushed back towards the ideal site, whatever the sign of $s$. The contributions of all sites are negative and do not cancel in the average.

**The change of $\langle u^2\rangle$.** To first order the cubic term does not affect $\langle u^2\rangle$, by parity, and the quartic term is the same at every site. What depends on $s$ is the increase of the force constant by $12gs^2$. From $\langle u^2\rangle_T=\hbar\coth y/(2\sqrt{M\kappa})$, with $y\propto\sqrt\kappa$,

$$\frac{d\ln\langle u^2\rangle_T}{d\ln\kappa}=-\frac12-\frac{y}{2\sinh y\cosh y}=-\frac12\left(1+\frac{2y}{\sinh2y}\right).$$

This is negative: a stiffer well confines the atom more closely.

For numbers, take $g/\kappa=1$ Å$^{-2}$, so that at 0.1 Å the quartic energy is 2% of the harmonic energy, and keep the same static minima. At 300 K the harmonic vibrational term is 26.6 meV and $2y=0.967$. The first-order estimates are

$$\text{cross term: }-24(0.0038)(26.6)=-2.4\ \text{meV},$$

$$\text{change of }\langle u^2\rangle:\ -0.93\times12(0.0038)(26.6)=-1.1\ \text{meV}.$$

Diagonalizing the full quartic problem gives $-2.1$ and $-0.9$ meV, in total $-2.9$ meV. The signs agree, and the estimates are too large in magnitude by terms of higher order in $g$.

The departure is measured against the additive prediction for this same well, which is $38.0+25.9=63.9$ meV, where 25.9 meV is the vibrational term without static displacement. It amounts to 5% of that sum, or 11% of the vibrational term. By the first-order formulas it scales as $g\langle s^2\rangle\langle u^2\rangle_T/\kappa$, apart from the slowly varying factor in $y$. It therefore grows with both disorder and temperature, and a sample with more static disorder would show a weaker rise of $E_U$ on heating. For $g<0$, as long as the atom stays bound near its minimum, the first-order signs reverse.

A rigid shift between samples is what (5) predicts when the vibrational contribution is the same in both. Seen only over a narrow temperature range, it does not prove that this is so: on the low-temperature plateau the difference is nearly constant even if the zero-point terms are unequal. Nor does a rigid shift show that all atoms share one frequency: in harmonic wells, a spread of frequencies that is common to both samples and unrelated to $s$ gives the same rigid shift. If the shift is not rigid, the cause may be anharmonic wells, frequencies that change with disorder, static displacements that are not frozen, or a failure of premise (1), including a $K$ that differs between the samples. The failure does not by itself say which. The numerical output lists the harmonic results at all eight temperatures and the quartic results at 300 K.

## Computed results

```
INPUTS
mass = 70 u
oscillator quantum = 25.0 meV
K = 10.0 eV/A^2
static displacement -0.06 A, site fraction 0.50
static displacement +0.04 A, site fraction 0.25
static displacement +0.08 A, site fraction 0.25
DERIVED PARAMETERS
mean static displacement = 0.0000 A
static mean square = 0.003800 A^2
zero-point mean square u0^2 = 0.001194 A^2
Einstein temperature = 290.11 K
force constant M omega^2 = 10.466 eV/A^2
sigma0 = 1.0466 (dimensionless)
X = 3.1817 (dimensionless)
structural term = 38.000 meV
zero-point term = 11.943 meV
URBACH ENERGY: T (K), vibrational term, Cody law, grid result (meV)
    0    11.943    49.943    49.943
   50    12.016    50.016    50.016
  100    13.332    51.332    51.332
  200    19.258    57.258    57.258
  300    26.596    64.596    64.596
  400    34.365    72.365    72.365
  600    50.360    88.360    88.360
 1000    82.912   120.912   120.912
LIMITS
rise from 0 to 50 K, grid = 0.07237 meV
rise from 0 to 50 K, leading term = 0.07215 meV
slope between 900 and 1000 K, grid = 0.08170 meV/K
classical slope kB/sigma0 = 0.08234 meV/K
intercept of that line at T=0, grid = 39.215 meV
predicted excess over structural term = 1.219 meV
HALVED STATIC DISPLACEMENTS
drop of Urbach energy at 50 K, grid = 28.500 meV
drop of Urbach energy at 600 K, grid = 28.500 meV
temperature of equal terms = 445.9 K
QUARTIC WELL AT 300 K
quartic coefficient = 10.466 eV/A^4
quartic/harmonic energy at 0.1 A = 0.020
vibrational term without static shift = 25.863 meV
departure from additivity = -2.925 meV
  part from cross term 2s<u> = -2.059 meV
  part from change of <u^2> = -0.866 meV
```
